# Keller duality, the Dykhne checkerboard and slow convergence at corners: test program

```python
# Result under test: for a periodic 2D composite of two isotropic phases e1, e2,
#   T(e2,e1) = e1*e2 * T(e1,e2) / det T(e1,e2),   T = effective permittivity tensor,
# and for a checkerboard T = e1*sqrt(e2/e1) times the unit matrix.
# Corner potentials scale as r**beta, beta = (4/pi)*arctan(sqrt(e_low/e_high)),
# so a uniform five-point grid of spacing h has an error of order h**(2*beta).
# "vertex" scheme: potentials at grid vertices, arithmetic averages on edges.
# "cell" scheme: potentials at cell centres, harmonic averages across faces.
# m = number of grid cells along the side of one square (pixel).
import numpy as np
import scipy.sparse as sp
import scipy.sparse.linalg as spla
from scipy import constants as const


def pixel_widths(m, power):
    """Cell widths in a unit pixel, graded toward both ends if power > 1."""
    half = 0.5 * np.diff((np.arange(m // 2 + 1) / (m // 2)) ** power)
    return np.concatenate([half, half[::-1]])


def solve_composite(pixels, m, power=1, scheme="vertex"):
    """Effective tensor and periodic potentials for unit mean gradients."""
    w = np.tile(pixel_widths(m, power), pixels.shape[0])
    eps = np.kron(pixels, np.ones((m, m)))
    wx, wy = np.meshgrid(w, w, indexing="ij")
    if scheme == "vertex":
        gx = (eps * wy + np.roll(eps * wy, 1, 1)) / (2 * wx)
        gy = (eps * wx + np.roll(eps * wx, 1, 0)) / (2 * wy)
        dx, dy = wx, wy
    else:
        rx, ry = wx / (2 * eps), wy / (2 * eps)
        gx = wy / (rx + np.roll(rx, -1, 0))
        gy = wx / (ry + np.roll(ry, -1, 1))
        dx = (wx + np.roll(wx, -1, 0)) / 2
        dy = (wy + np.roll(wy, -1, 1)) / 2
    n = len(w)
    count = n * n
    node = np.arange(count).reshape(n, n)
    start = np.concatenate([node.ravel(), node.ravel()])
    end = np.concatenate([np.roll(node, -1, 0).ravel(),
                          np.roll(node, -1, 1).ravel()])
    edge = np.arange(2 * count)
    values = np.concatenate([np.ones(2 * count), -np.ones(2 * count)])
    diff = sp.csr_matrix((values, (np.concatenate([edge, edge]),
                                   np.concatenate([end, start]))),
                         shape=(2 * count, count))
    g = np.concatenate([gx.ravel(), gy.ravel()])
    applied = np.zeros((2 * count, 2), dtype=g.dtype)
    applied[:count, 0] = dx.ravel()
    applied[count:, 1] = dy.ravel()
    free = diff[:, 1:]                      # potential of node 0 is zero
    matrix = (free.T @ sp.diags(g) @ free).tocsc()
    rhs = -(free.T @ (g[:, None] * applied))
    lu = spla.splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                   options=dict(SymmetricMode=True))
    u = np.zeros((count, 2), dtype=g.dtype)
    u[1:] = lu.solve(np.ascontiguousarray(rhs))
    drops = applied + diff @ u
    tensor = drops.T @ (g[:, None] * drops) / w.sum() ** 2
    return tensor, u.reshape(n, n, 2), w


def checkerboard(e1, e2):
    return np.array([[e1, e2], [e2, e1]])


def corner_exponent(e_low, e_high):
    return 4 / np.pi * np.arctan(np.sqrt(e_low / e_high))


def angular_eigenvalues(e1, e2, n=240):
    """Squares of corner exponents from linear elements in the polar angle."""
    step = 2 * np.pi / n
    e = np.repeat(np.array([e1, e2, e1, e2]), n // 4)
    k = np.zeros((n, n), dtype=e.dtype)
    mass = np.zeros((n, n), dtype=e.dtype)
    for i in range(n):
        pair = np.ix_([i, (i + 1) % n], [i, (i + 1) % n])
        k[pair] += e[i] / step * np.array([[1, -1], [-1, 1]])
        mass[pair] += e[i] * step / 6 * np.array([[2, 1], [1, 2]])
    return np.linalg.eigvals(np.linalg.solve(mass, k))


side = 50.0  # side of a square, angstrom
print(f"side of a square: {side:.1f} angstrom")

# Tensor duality on a tilted, anisotropic four-pixel inclusion.
shape = np.zeros((4, 4))
for cell in [(0, 0), (1, 0), (1, 1), (2, 1)]:
    shape[cell] = 1
ea, eb = 10.0, 1.0
pattern = eb + (ea - eb) * shape
swapped = ea + (eb - ea) * shape
t_orig = solve_composite(pattern, 24, 2)[0]
t_swap = solve_composite(swapped, 24, 2)[0]
t_dual = ea * eb * t_orig / np.linalg.det(t_orig)
assert abs(t_orig[0, 1]) > 0.02 and abs(t_orig[0, 0] - t_orig[1, 1]) > 0.02
assert np.max(abs(t_swap - t_dual)) < 0.01 * np.max(abs(t_dual))
t_cell = solve_composite(swapped, 24, 2, "cell")[0]
assert np.max(abs(t_cell - t_dual)) < 1e-8 * np.max(abs(t_dual))
print(f"inclusion eps {ea:.0f} in host eps {eb:.0f}, tensor xx, yy, xy:")
print(f"  original: {t_orig[0,0]:.4f} {t_orig[1,1]:.4f} {t_orig[0,1]:.4f}")
print(f"  swapped, solved: {t_swap[0,0]:.4f} {t_swap[1,1]:.4f} {t_swap[0,1]:.4f}")
print(f"  swapped, duality: {t_dual[0,0]:.4f} {t_dual[1,1]:.4f} {t_dual[0,1]:.4f}")
print(f"  naive product xx*yy(swapped): {t_orig[0,0]*t_swap[1,1]:.4f}")

# Static checkerboards on uniform grids.
low = 1.0
for high in (10.0, 100.0):
    exact = np.sqrt(low * high)
    beta = corner_exponent(low, high)
    found = np.sort(np.sqrt(abs(angular_eigenvalues(high, low))))[:5]
    assert np.allclose(found, [0, beta, 2 - beta, 2, 2], atol=1e-3)
    print(f"checkerboard {high:.0f}/{low:.0f}: exact eps* {exact:.5f}")
    print(f"  beta {beta:.4f}, angular solver {found[1]:.4f}, 2*beta {2*beta:.4f}")
    previous = None
    for m in (8, 16, 32, 64, 128):
        tensor = solve_composite(checkerboard(high, low), m)[0]
        upper = tensor[0, 0]
        error = np.log(upper / exact)
        assert error > 0
        assert abs(tensor[0, 1]) < 1e-8 * exact
        assert abs(tensor[1, 1] - upper) < 1e-8 * exact
        if m <= 32:
            lower = solve_composite(checkerboard(high, low), m, 1, "cell")[0][0, 0]
            assert lower < exact
            assert abs(upper * lower / (low * high) - 1) < 1e-9
            if m == 32:
                lower_32, product_32 = lower, upper * lower
        rate = np.nan if previous is None else np.log2(previous / error)
        tail = "" if previous is None else f", rate {rate:.4f}"
        print(f"  m {m}: vertex eps* {upper:.5f}, log error {error:.5f}{tail}")
        previous = error
    assert abs(rate - 2 * beta) < 0.03
    print(f"  m 32: cell eps* {lower_32:.5f}, vertex*cell {product_32:.8f}")
    needed = side / 128 * (0.01 / error) ** (1 / (2 * beta))
    print(f"  extrapolated spacing for log error 0.01: {needed:.2e} angstrom")

# Grading toward the corners restores second order; same number of unknowns.
high, power = 10.0, 4
exact = np.sqrt(low * high)
beta = corner_exponent(low, high)
print(f"graded grid, contrast {high:.0f}, grading power {power}:")
previous = None
for m in (16, 32, 64):
    tensor, u, w = solve_composite(checkerboard(high, low), m, power)
    error = np.log(tensor[0, 0] / exact)
    rate = np.nan if previous is None else np.log2(previous / error)
    tail = "" if previous is None else f", rate {rate:.3f}"
    print(f"  m {m}: eps* {tensor[0,0]:.5f}, log error {error:.6f}{tail}")
    previous = error
assert abs(rate - 2) < 0.2

# Potential along the diagonal of a high-permittivity square near its corner.
x = np.concatenate([[0.0], np.cumsum(w)])
near, far = 8, 16
phi = [2 * x[k] + u[k, k, 0] + u[k, k, 1] for k in (near, far)]
slope = np.log(phi[1] / phi[0]) / np.log(x[far] / x[near])
assert abs(slope - beta) < 0.03
r_near, r_far = (np.sqrt(2) * side * x[k] for k in (near, far))
print(f"  potential exponent {slope:.4f} from r = {r_near:.3f} to {r_far:.3f} angstrom")

# Damped Drude model metal in a dielectric host.
plasma, damping, photon, host = 9.0, 1.5, 3.0, 2.0 + 0j


def drude(gamma):
    return 1 - plasma**2 / (photon * (photon + 1j * gamma))


metal = drude(damping)
exact = metal * np.sqrt(host / metal)
beta = corner_exponent(host, metal)
assert np.min(abs(angular_eigenvalues(metal, host) - beta**2)) < 1e-3
board = checkerboard(metal, host)
uniform = solve_composite(board, 64)[0][0, 0]
graded_64 = solve_composite(board, 64, 6)[0][0, 0]
graded_128 = solve_composite(board, 128, 6)[0][0, 0]
err_u, err_64, err_128 = (abs(z / exact - 1) for z in (uniform, graded_64, graded_128))
assert err_128 < 0.05 and err_128 < 0.5 * err_64 and err_64 < err_u
wavelength = const.h * const.c / (photon * const.e) / const.angstrom
phase = 2 * np.pi * side * abs(np.sqrt(metal)) / wavelength
print(f"Drude: plasma {plasma:.1f} eV, damping {damping:.1f} eV, photon {photon:.1f} eV")
print(f"  host eps {host.real:.1f}, metal eps {metal:.4f}")
print(f"  exact eps* {exact:.4f}, corner exponent {beta:.4f}")
print(f"  uniform m 64: {uniform:.4f}, relative error {err_u:.4f}")
print(f"  graded power 6, m 64: {graded_64:.4f}, relative error {err_64:.5f}")
print(f"  graded power 6, m 128: {graded_128:.4f}, relative error {err_128:.5f}")
print(f"  vacuum wavelength {wavelength:.1f} angstrom, |k|*side in metal {phase:.3f}")
weak = 0.015
metal_weak = drude(weak)
exact_weak = metal_weak * np.sqrt(host / metal_weak)
beta_weak = corner_exponent(host, metal_weak)
assert np.min(abs(angular_eigenvalues(metal_weak, host) - beta_weak**2)) < 1e-3
print(f"weak damping {weak:.3f} eV: metal eps {metal_weak:.4f}")
print(f"  exact eps* {exact_weak:.4f}, corner exponent {beta_weak:.5f}")
print("all assertions hold")
```

Printed output:

```
side of a square: 50.0 angstrom
inclusion eps 10 in host eps 1, tensor xx, yy, xy:
  original: 1.7708 1.5074 0.1265
  swapped, solved: 6.6785 5.6880 0.4772
  swapped, duality: 6.6739 5.6812 0.4768
  naive product xx*yy(swapped): 10.0724
checkerboard 10/1: exact eps* 3.16228
  beta 0.3900, angular solver 0.3900, 2*beta 0.7799
  m 8: vertex eps* 3.60330, log error 0.13056
  m 16: vertex eps* 3.41236, log error 0.07611, rate 0.7785
  m 32: vertex eps* 3.30563, log error 0.04433, rate 0.7797
  m 64: vertex eps* 3.24499, log error 0.02582, rate 0.7799
  m 128: vertex eps* 3.21019, log error 0.01504, rate 0.7799
  m 32: cell eps* 3.02515, vertex*cell 10.00000000
  extrapolated spacing for log error 0.01: 2.32e-01 angstrom
checkerboard 100/1: exact eps* 10.00000
  beta 0.1269, angular solver 0.1269, 2*beta 0.2538
  m 8: vertex eps* 24.36984, log error 0.89076
  m 16: vertex eps* 20.81019, log error 0.73286, rate 0.2815
  m 32: vertex eps* 18.34100, log error 0.60655, rate 0.2729
  m 64: vertex eps* 16.55481, log error 0.50409, rate 0.2669
  m 128: vertex eps* 15.22141, log error 0.42012, rate 0.2629
  m 32: cell eps* 5.45227, vertex*cell 100.00000000
  extrapolated spacing for log error 0.01: 1.57e-07 angstrom
graded grid, contrast 10, grading power 4:
  m 16: eps* 3.24277, log error 0.025135
  m 32: eps* 3.18388, log error 0.006807, rate 1.885
  m 64: eps* 3.16786, log error 0.001764, rate 1.948
  potential exponent 0.3941 from r = 0.138 to 2.210 angstrom
Drude: plasma 9.0 eV, damping 1.5 eV, photon 3.0 eV
  host eps 2.0, metal eps -6.2000+3.6000j
  exact eps* 0.9846+3.6564j, corner exponent 0.2317-0.6950j
  uniform m 64: 0.3432+4.0582j, relative error 0.1999
  graded power 6, m 64: 0.9677+3.6567j, relative error 0.00444
  graded power 6, m 128: 0.9804+3.6567j, relative error 0.00111
  vacuum wavelength 4132.8 angstrom, |k|*side in metal 0.204
weak damping 0.015 eV: metal eps -7.9998+0.0450j
  exact eps* 0.0112+4.0000j, corner exponent 0.00239-0.69940j
all assertions hold
```
